Filtered Spectrum of Vacuum Rabi Oscillations: Doublet in Frequency, Beats in Time

**Problem**

A two-level emitter is resonant with one cavity mode and coupled to it with strength g. At t = 0 the emitter is excited and the cavity is empty. The emitter loses energy to other modes at rate γ, and the cavity loses photons through one mirror at rate κ. All light leaving that mirror passes a Lorentzian filter with intensity full width Γ at half maximum, unit peak transmission, and centre frequency detuned by δ from the resonance. The Eberly-Wodkiewicz spectrum S(t,δ;Γ) is the photon rate behind the filter at time t.

Assume rotating-wave coupling, Markovian losses, zero temperature, no pumping, no vibrations and no pure dephasing. The carrier frequency is far above all other rates, and g > |κ−γ|/4.

(a) Reduce the two-time field correlation to a single amplitude and find it.
(b) Find S in closed form, and its limits for a very broad and a very narrow filter.
(c) Integrate S over time. For which Γ does a scan over δ show two peaks?
(d) Hold the filter at one setting. How is the contrast of the beats related to the selection of one spectral line?
(e) Evaluate the results for ħg = 40 meV, ħκ = 8 meV, ħγ = 2 meV and ħΓ = 2, 20, 80 and 300 meV.

**Solution**

**(a) The correlation function**

In the frame rotating at the resonance frequency, positive-frequency fields vary as e^{−iωt}, with ω measured from resonance. The filter responds to a short pulse with

H(τ) = (Γ/2) e^{−μτ} for τ > 0,  μ = Γ/2 + iδ.

Its frequency response is ∫₀^∞ H(τ)e^{iωτ}dτ = (Γ/2)/[Γ/2 + i(δ−ω)]. The squared modulus has peak 1 and full width Γ, as required. The field behind the cavity mirror is √κ a plus vacuum noise, which does not contribute to a normally ordered photon rate. Hence

S = κ ∫₀ᵗ∫₀ᵗ H*(t−t₁) H(t−t₂) ⟨a†(t₁)a(t₂)⟩ dt₁dt₂.

At most one excitation is present, so the density operator is

ρ(t) = |ψ(t)⟩⟨ψ(t)| + [1−⟨ψ(t)|ψ(t)⟩] |g,0⟩⟨g,0|,
|ψ⟩ = c_e|e,0⟩ + c|g,1⟩.

The second term collects the population that has already decayed. For t₂ = t₁+τ with τ ≥ 0, the quantum regression theorem says that the operator ρ(t₁)a† evolves under the master equation for a time τ, after which one takes the trace with a. Since a|g,0⟩ = 0, we have ⟨g,0|a† = 0, and so

ρ(t₁)a† = c*(t₁) |ψ(t₁)⟩⟨g,0|.

The quantum-jump terms of the master equation act on both sides and vanish on ⟨g,0|. The bra stays constant, and the ket follows its damped evolution to |ψ(t₁+τ)⟩. The trace with a gives c(t₁+τ). The opposite time order follows by complex conjugation, so for both orders

⟨a†(t₁)a(t₂)⟩ = c*(t₁) c(t₂).

Pure dephasing would break this factorization. A master-equation calculation with a jump operator |e⟩⟨e| at rate 5 meV/ħ (extra decay of the emitter coherence at half that rate) and the parameters of part (e) gives |⟨a†(t₁)a(t₂)⟩|² equal to 0.83 times the product of the two photon numbers, for t₁ = 25 fs and t₂ = 87.5 fs. Without dephasing this factor is 1.

The amplitudes obey

dc_e/dt = −(γ/2)c_e − igc,
dc/dt = −(κ/2)c − igc_e.

Set η = (κ+γ)/4, d = (κ−γ)/4, c_e = e^{−ηt}u and c = e^{−ηt}v. Since η−γ/2 = d and η−κ/2 = −d,

u′ = du − igv,  v′ = −dv − igu.

Differentiate the second equation and insert the first:

v″ = −dv′ − igdu − g²v.

The second equation also gives −igu = v′+dv, so −igdu = dv′+d²v. The terms in v′ cancel:

v″ = −Ω²v,  Ω = √(g²−d²).

With v(0) = 0 and v′(0) = −ig,

c(t) = −i(g/Ω) e^{−ηt} sin Ωt.

The cavity photon number |c|² vanishes at the nodes t = nπ/Ω. The beats therefore have period π/Ω and angular frequency 2Ω. If g < |d|, Ω is imaginary and there are no beats.

**(b) The time-dependent spectrum**

Because the correlation factorizes, so does the double integral:

S = κ|F|²,  F(t) = (Γ/2)∫₀ᵗ e^{−μ(t−s)} c(s) ds.

Write the sine as exponentials. With λ± = −η ± iΩ,

c = −(g/2Ω)(e^{λ₊t} − e^{λ₋t}).

Each exponential is integrated with

∫₀ᵗ e^{−μ(t−s)}e^{λs} ds = (e^{λt}−e^{−μt})/(μ+λ),

which gives

F = −(gΓ/4Ω) [ (e^{λ₊t}−e^{−μt})/(μ+λ₊) − (e^{λ₋t}−e^{−μt})/(μ+λ₋) ].

The denominators are μ+λ± = Γ/2−η+i(δ±Ω). If one of them vanishes, its fraction is replaced by the limit t e^{−μt}. The terms in e^{λ±t} are the two lines, at ω = ∓Ω. The terms in e^{−μt} are the ringing of the filter itself. This expression agrees with a direct evaluation of the double integral from the full master equation.

*Broad filter.* If Γ is much larger than Ω, η and |δ|, and t ≫ 1/Γ, the filter follows its input. Then F → c and

S → κ(g²/Ω²) e^{−2ηt} sin²Ωt.

The beats are complete, and S no longer depends on δ.

*Narrow filter.* If Γ ≪ 2η and the source has died out, ηt ≫ 1, the upper limit of the integral may be moved to infinity:

F → (Γ/2)e^{−μt} ĉ(δ),  ĉ(δ) = ∫₀^∞ e^{iδs}c(s) ds.

The factor e^{Γs/2} inside the integral has been set to 1, because c(s) vanishes before it changes appreciably. From ∫₀^∞ e^{−qs} sin Ωs ds = Ω/(q²+Ω²) with q = η−iδ,

ĉ = −ig/[(η−iδ)²+Ω²],
|ĉ|² = g²/[(η²+Ω²−δ²)² + 4η²δ²].

As a function of x = δ², the denominator has derivative −2(η²+Ω²−x)+4η², which vanishes at x = Ω²−η². There are thus two peaks at δ = ±√(Ω²−η²) if Ω > η, and otherwise one peak at the centre. For example, κ = 120 meV/ħ with g and γ as in part (e) gives ħΩ = 27.0 meV and ħη = 30.5 meV. The amplitude still changes sign in time, but no doublet exists even for a perfect filter.

**(c) The time-integrated scan**

Let W(δ) = ∫₀^∞ S dt be the number of photons transmitted at one filter setting. Take t₂ = t₁+τ with τ > 0, and set t = t₂+u. The integral over the detection time is

∫₀^∞ H*(u+τ)H(u) du = (Γ²/4)e^{−μ*τ}∫₀^∞ e^{−Γu}du = (Γ/4)e^{−μ*τ},

because μ+μ* = Γ. The region τ < 0 contributes the complex conjugate, so

W = (Γ/2) Re ∫₀^∞ e^{−(Γ/2−iδ)τ} κG(τ) dτ,
G(τ) = ∫₀^∞ c*(s)c(s+τ) ds.

Expand sin Ω(s+τ) = sin Ωs cos Ωτ + cos Ωs sin Ωτ. The two integrals needed are

∫₀^∞ e^{−2ηs} sin²Ωs ds = Ω²/[4η(η²+Ω²)],
∫₀^∞ e^{−2ηs} sin Ωs cos Ωs ds = Ω/[4(η²+Ω²)].

The ratio of the second to the first is η/Ω. Therefore

κG(τ) = P e^{−ητ}[cos Ωτ + (η/Ω) sin Ωτ],
P = κg²/[4η(η²+Ω²)].

Here P = κ∫|c|²dt is the probability that the photon leaves through the mirror. With a = η+Γ/2 and p = a−iδ, the Laplace transforms of cosine and sine give

W(δ) = (Γ/2) P Re[(p+η)/(p²+Ω²)].

For Γ → ∞ this tends to P: all the light leaving the mirror passes. By Parseval's theorem, W is also ∫κ|ĉ(ω)|² (Γ/2)²/[(Γ/2)²+(ω−δ)²] dω/2π, the unfiltered spectrum convolved with the filter line, so a broader filter blurs the doublet.

To count the peaks, put x = δ² and Q = a²+Ω². Then p²+Ω² = Q−x−2iaδ. Multiplying numerator and denominator by the conjugate gives the real part

Re[…] = [(a+η)Q + (a−η)x] / [x² + 2(a²−Ω²)x + Q²].

Call the numerator n₀+n₁x and the denominator x²+d₁x+d₀. The derivative with respect to x has the sign of

−n₁x² − 2n₀x + (n₁d₀ − n₀d₁).

Since n₀ and n₁ are positive, this falls steadily for x > 0. It has one positive zero if its constant term is positive and none otherwise. The scan thus has either two symmetric peaks or a single central one. Dividing the constant term by Q gives the condition for two peaks:

(a−η)(a²+Ω²) − 2(a+η)(a²−Ω²) > 0.

Multiplying out and collecting powers of a,

a³ + 3ηa² − 3Ω²a − ηΩ² < 0.

The coefficients change sign once, so there is one positive root a_c, and the doublet is present for

Γ < Γ_c = 2(a_c−η).

At a = η the cubic equals 4η(η²−Ω²), so Γ_c is positive only if Ω > η, in agreement with part (b). For small loss, a_c → √3 Ω and Γ_c → 2√3 Ω. The peaks lie at

δ² = {−n₀ + √[n₀² + n₁(n₁d₀−n₀d₁)]}/n₁.

**(d) One fixed filter setting**

A scan combines many runs at different settings, so it does not exclude beats at any one of them. The competition appears when δ is held fixed. Let b = Γ/2−η.

*Γ > 2η.* The filter ringing dies faster than the source. For bt ≫ 1,

e^{ηt}F → −(gΓ/4Ω)[A₊e^{iΩt} − A₋e^{−iΩt}],  A± = 1/[b+i(δ±Ω)].

The squared modulus of the bracket is

|A₊|² + |A₋|² − 2|A₊||A₋| cos(2Ωt+φ₀),

where φ₀ is a constant phase. With the common decay e^{−2ηt} removed, the contrast V = (max−min)/(max+min) and the imbalance D of the two transmitted lines are

V = 2|A₊||A₋|/(|A₊|²+|A₋|²),
D = (|A₋|²−|A₊|²)/(|A₊|²+|A₋|²).

Since (X+Y)² = (X−Y)²+4XY for X = |A₋|² and Y = |A₊|²,

V² + D² = 1.

This is the trade: the more the filter favours one line, the weaker the beats. With the filter on the upper line, δ = Ω, |A₋|² = 1/b² and |A₊|² = 1/(b²+4Ω²), so

V = b√(b²+4Ω²)/(b²+2Ω²),  D = 2Ω²/(b²+2Ω²).

A filter with b ≫ Ω gives V → 1, and one with b ≪ Ω gives D → 1. At the centre, δ = 0, both lines are attenuated equally. Then D = 0 and V = 1 for every Γ > 2η, even when a scan with the same filter resolves the doublet. In that case, Γ < Γ_c, the price is signal, since the centre is the minimum of the scan between the two peaks.

*Γ < 2η.* The ringing now outlives the source. At late times S decays as e^{−Γt}, and the remaining beats fall relative to it as e^{−|b|t}.

*Early times.* From F′ = −μF+(Γ/2)c,

dS/dt = −ΓS + κΓ Re(F*c).

At a node c = 0, so dS/dt = −ΓS: the filter receives nothing and only leaks. Between nodes the second term can have either sign. Neglect the losses and the filter width and let X = Ωt. On the line S ∝ |∫₀^X e^{iy} sin y dy|² = ¼(X² − X sin 2X + sin²X), whose derivative X sin²X is never negative; only the slow leak can lower S, so a narrow filter on the line shows shallow dips. At the centre S ∝ (1 − cos X)², whose derivative 2(1 − cos X) sin X is negative for π < X < 2π; the field of opposite sign cancels what was stored, and in this lossless estimate S returns to zero at X = 2π. With losses and Γ < 2η the cancellation is incomplete, because the later field is too weak to remove all that was stored before; for the 2 meV filter of part (e), the first minimum at the centre is about 1% of the preceding maximum.

**(e) Numbers**

The basic quantities are

ħη = (8+2)/4 = 2.5 meV,
ħΩ = √(40²−1.5²) = 39.97 meV,
P = 8·1600/[4·2.5·(6.25+1597.75)] = 0.798.

The energy decay time is 1/(2η) = ħ/(5 meV) = 131.6 fs, and the beat period is π/Ω = 51.7 fs. The cubic gives ħΓ_c = 127 meV, below the small-loss value of 138 meV. The border for persistent beats is 2ħη = 5 meV. Between 5 and 127 meV, a scan shows the doublet while late beats survive at a fixed setting.

For the early beats, put the filter on the upper line and follow S from the maximum before the third node to the minimum after it. This drop includes the ordinary decay, so it is not the same measure as V.

- **2 meV.** The scan peaks at ±39.9 meV, and its centre has 2.6% of the peak height. The third dip takes S from 0.0759 to 0.0740 ps⁻¹, a drop of 2.5%. The doublet is clear and, on the line, the beats are nearly gone. At the peak 0.115 photons pass per run.
- **20 meV.** The peaks are at ±39.5 meV and the centre has 21% of their height. The third dip is 41% deep. With b = 7.5 meV/ħ, V = 7.5·80.3/3252 = 0.185 and D = 0.983. The settling time 1/b is 88 fs; after three such times the source energy has fallen to about e^{−2} of its initial value, so the late regime is reached in weak light.
- **80 meV.** The centre has 89% of the peak height, and the third dip is 87% deep. Late values are V = 0.72 and D = 0.69. Blurring has moved the peaks inward to ±33.7 meV, so their separation, 67 meV, underestimates the unfiltered 80 meV.
- **300 meV.** The scan has a single peak. The third dip is 99.7% deep, with V = 0.992 and D = 0.128.

Two features of the spectrum at a single instant need care. First, a narrow filter cannot show the doublet at once. Neglect all losses and the filter width, and let X = Ωt. The amplitudes accumulated at the centre and on the line are then proportional to

|∫₀^X sin y dy| = 1 − cos X,
|∫₀^X e^{iy} sin y dy| = ½|X − e^{iX} sin X|.

The first is bounded, while the second grows with X. For the 2 meV filter the line finally overtakes the centre, within the first five beat periods, at 64.8 fs. There X = π·64.8/51.73 = 3.94, and the two estimates are 1.70 and 1.74, equal to about 2%. This crossing compares only two filter settings. The central dip of the instantaneous spectrum opens slightly earlier, near 63 fs, and at 64.8 fs the two maxima still lie near ±27 meV, well inside ±ħΩ.

Second, a central dip at one instant does not prove that the scan has a doublet. At δ = 0, once the ringing has died,

F ∝ e^{−ηt} sin(Ωt−φ),  tan φ = Ω/b.

For the 300 meV filter b = 147.5 meV/ħ, so φ = 0.265. The node at 51.73 fs is delayed by φ/Ω = 4.36 fs, which puts a zero of S(t,0) at 56.09 fs. At that moment S on the line is still 0.032 ps⁻¹. The centre is briefly dark, although the time-integrated scan has its only peak there.

The numerical output gives the remaining values.

Computed results

```
coupling hbar*g = 40.0 meV
cavity decay hbar*kappa = 8.0 meV
emitter decay hbar*gamma = 2.0 meV
amplitude decay hbar*eta = 2.500 meV
hbar*Omega = 39.9719 meV
beat period pi/Omega = 51.73 fs
energy decay time 1/(2 eta) = 131.6 fs
photon yield through cavity P = 0.7980
ringing border 2*hbar*eta = 5.00 meV
critical filter width = 127.04 meV
small-loss value 2*sqrt(3)*Omega = 138.47 meV
unfiltered peak offset = 39.894 meV
FILTER WIDTH 2 meV
  integrated peak offset = 39.86 meV
  photons at peak = 0.1146
  centre/peak ratio = 0.0259
  on line, before dip 3: S = 0.0759 1/ps
  on line, in dip 3: S = 0.0740 1/ps
  relative depth of dip 3 = 0.0252
FILTER WIDTH 20 meV
  integrated peak offset = 39.53 meV
  photons at peak = 0.3303
  centre/peak ratio = 0.2066
  on line, before dip 3: S = 1.4846 1/ps
  on line, in dip 3: S = 0.8744 1/ps
  relative depth of dip 3 = 0.4111
  late V = 0.1852, D = 0.9827
  settling time 1/b = 87.8 fs
FILTER WIDTH 80 meV
  integrated peak offset = 33.70 meV
  photons at peak = 0.4749
  centre/peak ratio = 0.8886
  on line, before dip 3: S = 2.4614 1/ps
  on line, in dip 3: S = 0.3281 1/ps
  relative depth of dip 3 = 0.8667
  late V = 0.7196, D = 0.6944
  settling time 1/b = 17.6 fs
FILTER WIDTH 300 meV
  integrated peak offset = 0.00 meV
  photons at peak = 0.7465
  centre/peak ratio = 1.0000
  on line, before dip 3: S = 4.0491 1/ps
  on line, in dip 3: S = 0.0137 1/ps
  relative depth of dip 3 = 0.9966
  late V = 0.9918, D = 0.1281
  settling time 1/b = 4.5 fs
2 meV filter: line overtakes centre at 64.8 fs
300 meV filter: central zero at 56.09 fs
  S on the line at that time = 0.0319 1/ps
lossy case: kappa = 120 meV, g and gamma as above
  Omega = 27.01 meV, eta = 30.50 meV
coherence with 5 meV dephasing = 0.8269 (1 without)
```
